Area scaling of dielectric lifetime quantiles under defect clustering

Q: I have breakdown times from copper comb structures with a porous low-k dielectric, in several lengths. On a Weibull plot the curves bend, which I put down to clustered defects. Shifting one curve vertically by the logarithm of the area ratio doesn't bring it onto the next. I conclude that clustering has destroyed area scaling, and that I cannot carry a lifetime from a test structure to a product.

A: Your observation can be right and the conclusion still wrong. A vertical shift compares failed fractions at one time. Carrying over a lifetime compares times at one failed fraction. These are different operations, and they agree for all areas only under a condition we can find. What do you assume about one device whose defect density is known?

Q: Weakest link. The device fails when its first spot fails, and the spots fail independently.

A: Let A0 be a reference area, r = A/A0 the area ratio, η a time scale and b the local Weibull slope. Let g be the defect density divided by its mean over all devices. Cut the device into N equal parts, each failing by time t with the small probability g r (t/η)^b/N. The device survives if all parts do:

[1 − g r (t/η)^b/N]^N → exp(−g x) for N → ∞, with x = r (t/η)^b.

For fixed g this is a Weibull law. Clustering enters because g differs between devices. Take it as gamma distributed with mean 1 and shape α, so that its variance is 1/α:

f(g) = α^α g^(α−1) exp(−αg)/Γ(α).

I assume for now that one value of g holds over the whole device, and that α, b, η and the stress do not depend on area. The surviving fraction is the average over g:

S = [α^α/Γ(α)] ∫₀^∞ g^(α−1) exp[−(α+x)g] dg.

The substitution v = (α+x)g turns the integral into Γ(α)/(α+x)^α, so

S = [α/(α+x)]^α = (1 + x/α)^(−α).

For α → ∞ the density no longer varies and S → exp(−x), the Weibull law.

Q: That is the bent curve. Where is the scaling?

A: Ask for the time t_p at which a fraction p has failed. Set S = 1 − p and solve:

1 + x/α = (1−p)^(−1/α)
x = α[(1−p)^(−1/α) − 1] ≡ x_p.

The right side contains p and α but no area. Since x = r (t_p/η)^b,

t_p = η r^(−1/b) x_p^(1/b).

Area and percentile sit in separate factors. With α fixed, every quantile scales as area^(−1/b), from the first failures to the last survivors.

Q: Does this depend on the gamma distribution?

A: No. For any distribution of a positive g that does not depend on area, S is the average of exp(−gx). It is a strictly decreasing function of x alone, so S = 1 − p again fixes one value x_p, whatever the area. The gamma law only supplies its formula. What matters is that g is common to the device and that its distribution is the same for all areas.

Q: Then why does my vertical shift fail?

A: The Weibull ordinate is W = ln H, where H = −ln S. Here

H(x) = α ln(1 + x/α).

At a fixed time, enlarging the area by r replaces x by rx, and the curve rises by

ΔW = ln[H(rx)/H(x)].

For Weibull, H = x and ΔW = ln r at all times. With clustering there are two limits. In the low tail, where rx ≪ α, expand ln(1+y) = y − y²/2:

H(x) ≈ x[1 − x/(2α)]
H(rx) ≈ rx[1 − rx/(2α)]
ΔW ≈ ln r − (r−1)x/(2α).

For x ≫ α, drop the 1 inside the logarithm:

H(rx)/H(x) ≈ [ln(x/α) + ln r]/ln(x/α)
ΔW ≈ ln[1 + ln r/ln(x/α)],

which tends to zero as x grows at fixed r. For r > 1 the vertical rule thus holds approximately while rx ≪ α. With α near 1, both devices must then be in their low tails; with large α the rule reaches further up the curve.

Geometrically, multiplying the area by r has the same effect on x as multiplying the time by r^(1/b). The curve moves rigidly to the left by (ln r)/b on the ln t axis. The vertical distance is this displacement times the mean slope of the curve along it. On a bent curve that slope changes, so the vertical distance changes too.

Q: Put numbers on that.

A: Take 40 nm spacing, 80 nm line height, 16 V, hence 4 MV/cm, and 125 °C. Let b = 1.25, α = 1.5 and η = 1 × 10⁵ s for 1 cm of facing line length. The height is the same throughout, so area is proportional to length.

From 1 cm to 1 m, r = 100. Every quantile is divided by

100^(1/1.25) = 100^0.8 = 39.8.

The median falls from 9.04 × 10⁴ s to 2270 s, and the 90% time from 3.89 × 10⁵ s to 9770 s. The horizontal shift is 4.605/1.25 = 3.684 at every percentile.

Now fix the time at which 10% of the 1 cm devices have failed. There

x/α = 0.9^(−1/1.5) − 1 = 0.0728
H(x) = −ln 0.9 = 0.1054
H(100x) = 1.5 ln(1 + 7.28) = 3.17
ΔW = ln(3.17/0.1054) = 3.40,

instead of ln 100 = 4.605. At the time of 0.01% failures in the 1 cm devices the shift is 4.602, at 1% it is 4.34, and at 63.2% it is 1.92. Your vertical rule fails on the same curves for which the quantile rule holds.

Q: Good. Then I read the slope off my Weibull plot and put it into area^(−1/b).

A: That brings in a second error, because the slope of the plot is not b. Write y = x/α. Then W = ln α + ln ln(1+y), and y is proportional to t^b, so d ln y/d ln t = b. The chain rule gives

dW/d ln t = b y/[(1+y) ln(1+y)].

The denominator exceeds y for every y > 0: both start at zero, and the derivative of the denominator is 1 + ln(1+y), which is larger than 1. The apparent slope is therefore below b and approaches it only where x ≪ α. In the 1 cm device it is 1.250 at 0.01% failures, 1.207 at 10% and 0.912 at 63.2%.

Q: How much can that cost?

A: Draw a straight line through the 10% and 90% points of the 1 m device, at 427 s and 9770 s. Its slope is

[ln(−ln 0.1) − ln(−ln 0.9)]/ln(9770/427) = 3.084/3.130 = 0.985.

With this slope, another factor of 100 in area seems to divide the lifetime by 107 instead of 39.8.

Suppose you want the time at which 100 ppm, or 0.01%, of devices with 100 m of line have failed, still at the stress condition. On the straight line, the 100 m device at H = 10⁻⁴ corresponds to the 1 m device at H = 10⁻⁶:

t = 427 s × (10⁻⁶/0.1054)^(1/0.985) = 0.0034 s.

The clustering model gives 0.040 s, longer by a factor of 11.7. Of this, 107.1/39.8 = 2.69 comes from the area step. The remaining 4.34 comes from following the straight line down to 0.01%, where the true curve is steeper. In this example the mistake is pessimistic: it could condemn a dielectric that meets its target.

Q: So how do I get b?

A: From the same quantile at two areas. With the medians,

b = ln r/ln[t₅₀(1 cm)/t₅₀(1 m)] = 4.605/3.684 = 1.25.

This needs no value of α, but α, η and the stress must be the same for both groups, and the defect density must be common to each device.

Q: With 40 devices of each length, how well is b known?

A: Suppose that the devices are independent; neighbours on a wafer that share a defect density are not, and the error can then be larger. For large n, the median of n independent values of ln t has standard error √[1/(4n)]/q, where q is the probability density of ln t at the median. Differentiating F = 1 − S gives

q = dF/d ln t = b x (1 + x/α)^(−α−1).

At the median, x = 1.5(2^(1/1.5) − 1) = 0.881, S = 0.5 and 1 + x/α = 1.587, so

q = 1.25 × 0.881 × 0.5/1.587 = 0.347.

The error of one median is 0.0791/0.347 = 0.228, and that of the difference of two is √2 × 0.228 = 0.322. Since b is ln r divided by this difference, its relative error is 0.322/3.684 = 8.7%, or about 0.11 in b.

The line for this quantity in the numerical output is mislabelled. Its 0.087 is the relative error of b, not the absolute one, and its 7.0% is the absolute error of 1/b, which is 0.070.

Q: You have assumed one density for the whole device. What if the density varies from place to place inside it?

A: Then α need not stay fixed. Take the opposite extreme: a large device made of r reference areas, each with its own independent g. Survival probabilities multiply:

S_r = S_1^r = [1 + (t/η)^b/α]^(−αr).

Now H_r = r H_1, and your vertical shift is ln r at every time. Writing (t/η)^b/α as x/(αr) shows that this is the clustering formula with α replaced by αr. The quantile follows by the same inversion:

t_p = η{α[(1−p)^(−1/(αr)) − 1]}^(1/b).

Area and percentile no longer separate. For r = 100 the median is divided by 48.1, not 39.8. The power law returns between areas that both contain many blocks: for αr ≫ −ln(1−p) the bracket tends to −ln(1−p)/(αr), and t_p again varies as r^(−1/b).

A simulation of 40,000 devices of each kind, with 12 weakest-link cells per reference area, shows the contrast for r = 8. With a common density the median is divided by 5.27, where the power law gives 5.28. With independent blocks it is divided by 6.26. The vertical shift, taken at (t/η)^b = 0.5, is 1.515 for the common density and 2.071 for the blocks, against ln 8 = 2.079.

Q: Can both rules hold together?

A: Only for Weibull. Let H(t) belong to the reference area. The vertical rule says that area r has rH(t). The quantile rule says that it has H(r^(1/b) t). If both hold for every r,

H(r^(1/b) t) = r H(t).

Set t = η and then choose r = (t′/η)^b for any time t′:

H(t′) = H(η)(t′/η)^b.

That is a straight line on the Weibull plot. For bent curves at most one rule can hold for all areas, and your data can show which. Curves that coincide after a horizontal shift point to some factor in the failure rate that is common to the device. It need not be the defect density: a spacing that differs from die to die also bends the curves and shifts them horizontally. Curves that coincide after a vertical shift of ln r point to independent regions.

Q: Real wafers will lie in between.

A: We can measure how far. Let the local density be the mean of the squares of 2α independent Gaussian fields, each of zero mean and unit variance; for α = 1.5 that is three fields. At any one point it is then gamma distributed with shape α. Expand each field over the footprint in the eigenfunctions of its covariance, with eigenvalues μ_k normalized to sum to 1. The area average of one squared field is Σ μ_k ξ_k², where the ξ_k are independent standard normal numbers. For such a number the mean of exp(−sξ²) is (1+2s)^(−1/2). Here s = xμ_k/(2α), and there are 2α fields, so

S = Π_k (1 + xμ_k/α)^(−α).

A single eigenvalue equal to 1 returns the common density. Many small ones give exp(−x). Multiplying out the product gives Π(1 + xμ_k/α) ≥ 1 + x/α, because all other terms are positive. Variation inside the device therefore lowers S at given x and makes every quantile earlier than the fixed-α value. Averaging within a device removes some of the unusually clean devices that form the late tail.

Let the density correlation fall as exp[−(|Δx|+|Δy|)/ℓ] over a square footprint. At 80 nm pitch, 100 m of line fills a square of side 2.8 mm. For ℓ = 30 mm its 90% time is 7.6% shorter than the fixed-α value, and its median 1.4% shorter. For ℓ = 1 mm the reductions are 44% and 14%. The 0.01% time changes by only 0.002% even then, because when x is small compared with both 1 and α, we have S ≈ 1 − x in every case. These figures are for the tightest packing. The same line length spread evenly over a square of side 10 mm loses 19% at the 90% time and 4.2% at the median for ℓ = 30 mm.

Q: How close is your example to a real interconnect?

A: The geometry, field, b and α are rough values for copper lines in porous organosilicate glass, chosen for the example and not fitted to a process. The 0.040 s lifetime belongs to 4 MV/cm, far above a usual operating field, and is not a product lifetime. The area factor carries over to use conditions if b is unchanged and α stays independent of area.

Real devices break the assumption of uniform density, with the effect just given for the two assumed correlation lengths. They also vary in spacing. Let lifetime fall with field E as exp(−γE), with γ = 4 cm/MV. A spacing spread of 0.5 nm (standard deviation) between dies, uniform within each, changes the 0.01% time by about −3% and the 90% time by about +2%, relative to no spread. The exponent stays at −0.800, since this is another factor common to the device. Edge roughness that makes the spacing vary by 1 nm (standard deviation), independently every 30 nm along the line, multiplies all lifetimes by 0.89, which can be absorbed in η; the scatter it leaves between 1 cm devices is below 0.1%. If each of the two edges varies independently by 1 nm, the factor is 0.79 and the scatter 0.13%. For an assumed leakage of 10⁻⁵ A/cm², voltage drop along the lines and heating each change the lifetime by about 10⁻⁴% or less. The drop in the bus that feeds the lines is not included; it depends on the bus width and can be much larger. A separate population of early failures from gross defects is outside the model and could dominate at 100 ppm.

Q: Then I should withdraw my conclusion, but not my observation.

A: Yes. Compare the shift in ln t at several percentiles. If it is the same within sampling error, take b from that shift and use area^(−1/b). For the median and later failures, the product footprint must also be small compared with the distance over which the density varies. For the 100 ppm time in this example that condition is not needed, because there S ≈ 1 − x in either case. If the shift depends on percentile, at least one assumption fails: α or b may change with area, for example, or another failure population may be present. The b taken from the shift can then be wrong, and so can an extrapolation that uses it. For independent 1 cm blocks with b = 1.25, for example, the shift from 1 cm to 1 m would give 1.24 at 10% but 1.05 at 90%.

With only 40 devices of each length, agreement at a few percentiles is weak evidence. Independent 1 cm blocks would give a shift from 1 cm to 1 m of 3.71 at 10% and 4.37 at 90%, instead of 3.68 at both. This difference of 0.66 between the two percentiles is about as large as its own standard error. A maximum-likelihood fit of both models to all failure times uses the whole shape of the curves and separates these two extremes much better, provided that the devices are independent and the gamma law holds.

Calculated quantities

```
local slope b = 1.25, clustering alpha = 1.5
time scale eta at 1 cm = 1e+05 s
spacing 40 nm, height 80 nm, pitch 80 nm
voltage 16 V, field 4.00 MV/cm, temperature 125 C
field acceleration = 4.0 cm/MV
length 0.01 m: t(0.01%) 63.1 s, t(50%) 9.037e+04 s, t(90%) 3.89e+05 s
length 1 m: t(0.01%) 1.585 s, t(50%) 2270 s, t(90%) 9770 s
length 100 m: t(0.01%) 0.03981 s, t(50%) 57.02 s, t(90%) 245.4 s
lifetime divisor for area x100 = 39.81
horizontal shift for area x100, in ln t = 3.684
Weibull vertical shift ln(100) = 4.605
1 cm device at F = 0.01%: vertical shift to 1 m = 4.602, apparent slope = 1.250
1 cm device at F = 1%: vertical shift to 1 m = 4.340, apparent slope = 1.246
1 cm device at F = 10%: vertical shift to 1 m = 3.404, apparent slope = 1.207
1 cm device at F = 63.2%: vertical shift to 1 m = 1.923, apparent slope = 0.912
independent blocks, area x100: median divisor = 48.15
simulation, area x8: median divisor common = 5.27, blocks = 6.26
area x8: predicted common median divisor = 5.28
simulation, area x8: vertical shift common = 1.515, blocks = 2.071, ln(8) = 2.079
1 m device: t(10%) = 427 s, t(90%) = 9770 s
slope of straight line through these points = 0.985
area x100 divisor with that slope = 107.1
100 m at 100 ppm: correct = 0.03981 s, straight line = 0.003412 s
correct / straight line = 11.67
  area part = 2.69, percentile part = 4.34
error of b from medians, 40 devices per area, x100 = 0.087 (7.0%)
footprint side: 1 cm device 0.0283 mm, 100 m device 2.828 mm
ideal area exponent = -0.8000
correlation 30 mm, F = 0.01%: exponent -0.8000, 100 m lifetime change -0.000%
correlation 30 mm, F = 50%: exponent -0.8015, 100 m lifetime change -1.384%
correlation 30 mm, F = 90%: exponent -0.8085, 100 m lifetime change -7.599%
correlation 1 mm, F = 0.01%: exponent -0.8000, 100 m lifetime change -0.002%
correlation 1 mm, F = 50%: exponent -0.8161, 100 m lifetime change -14.142%
correlation 1 mm, F = 90%: exponent -0.8592, 100 m lifetime change -43.524%
die spacing sigma 0.5 nm, F = 0.01%: lifetime change -2.73%, exponent -0.8000
die spacing sigma 0.5 nm, F = 90%: lifetime change 2.15%, exponent -0.8000
edge roughness 1 nm over 30 nm: common lifetime factor 0.893, 1 cm device scatter 0.077%
leakage 1e-05 A/cm2: line voltage drop 1.00e-06 V, lifetime change 1.0e-04%
leakage heating 5.3e-06 K, lifetime change 3.1e-05% at 0.8 eV
```
